\section*{Why a Hafnia Film's Piezoelectric Displacement Does Not Depend on Thickness}

\section{The estimate}

Without a clear account of where the thickness enters, two plausible arguments about a piezoelectric film give opposite answers. The first says that a film twice as thick has twice as much material to stretch, so at the same voltage its surface should move twice as far. The second says that a film half as thick feels twice the field, so it is the thin film that should move twice as far. Each argument keeps one factor of the thickness and forgets the other.

Take a film of thickness $t$ between two electrodes, with a voltage $V$ across it. The field is about $E=V/t$. If the longitudinal piezoelectric coefficient is $d_f$, the film's thickness strain is $S=d_fE$. Strain is change of thickness divided by thickness, so the surface moves by
\begin{equation}
\delta = S\,t = d_f\,\frac{V}{t}\,t = d_f V .
\label{eq:main}
\end{equation}
For $d_f=5$ pm/V and $V=1$ V,
\begin{equation}
\delta = (5\ \text{pm/V})(1\ \text{V}) = 5\ \text{pm},
\end{equation}
or 0.0945 bohr. This is smaller than an atom, but it is an average over the whole electrode area.

The cancellation belongs to a comparison at fixed voltage. At fixed field, $\delta=d_fEt$ grows in proportion to thickness, because the thicker film is then given a larger voltage.

\section{What is assumed}

The $z$ axis points out of the film, along its polarization. The applied field points the same way, with $V=\int E\,dz>0$, so it does not tend to reverse the polarization. All strains, stresses and displacements are changes from their values at zero voltage. The response is taken as linear until Section~\ref{sec:breaks}.

The film is bonded to a base that prevents lateral strain, and its top is free of stress. The pressure from the attraction between the charged electrodes is neglected; with the material values used below, it would thin the 10 nm film by only about 0.05 pm at 1 V. The coefficient $d_f$ is the thickness strain per unit field in this clamped state. The displacement $\delta$ is the height change of the top surface relative to the base, that is, the change in film thickness. It equals the motion seen in the laboratory if the base is rigid. The coefficient is taken as positive; a negative one would make the film contract by the same amount.

\section{Controlled derivation}

\subsection{The field need not be uniform}

Fixed charge or a varying permittivity makes the field depend on depth. A slice of thickness $dz$ then stretches by $d_fE(z)\,dz$. Adding the slices, and taking $d_f$ outside the integral because it is the same at every depth, gives
\begin{equation}
\delta=\int_0^t d_f E(z)\,dz
      =d_f\int_0^t E(z)\,dz=d_fV .
\label{eq:integral}
\end{equation}
With fixed charge, $E(z)$ includes a field that is present already at zero voltage. That part integrates to zero, so it strains individual slices but adds nothing to the total, and $\delta$ is still the change from the zero-voltage thickness. Displacement is the integral of strain and voltage is the integral of field. The thickness cancels because the two integrals run over the same path.

This was tested by dividing films of 5, 10 and 20 nm into layers and solving Gauss's law. The relative permittivity rose linearly from 20 to 40, and the fixed charge density was $2\times10^6\sin(5z/t)$ C/m$^3$. The difference between the largest and smallest field was between 51\% and 96\% of the mean field, yet the displacement was 5.000 pm in all three films.

Uniformity of $d_f$ does matter, and a varying permittivity can spoil it, because $d_f$ itself can depend on the permittivity (Section~\ref{sec:breaks}). Suppose that the local coefficient is $d_f(\tfrac12+x)$, with $x=z/t$, so that its mean is still $d_f$. Let the permittivity be proportional to $1+x$, with no fixed charge. Then $E\propto1/(1+x)$, and the voltage-weighted coefficient is
\begin{equation}
\frac{\displaystyle\int_0^1 d_f\frac{\frac12+x}{1+x}\,dx}
     {\displaystyle\int_0^1\frac{dx}{1+x}}
=d_f\,\frac{1-\frac12\ln2}{\ln2}
=d_f\left(\frac1{\ln2}-\frac12\right),
\end{equation}
where $\frac12+x=(1+x)-\frac12$ was used in the numerator. The displacement is 5.7\% below the value given by the mean coefficient. It is still independent of $t$ if the profiles keep their shape as functions of $z/t$.

\subsection{What clamping does to the coefficient}

Let directions 1 and 2 lie in the film and 3 point along $z$. For a film whose elastic and piezoelectric responses are both isotropic in its plane, symmetry gives equal in-plane stresses, $T_1=T_2$. The free top gives $T_3=0$. With compliances $s_{ij}$ and free-crystal coefficients $d_{31}$ and $d_{33}$, the linear relations are
\begin{align}
S_1&=(s_{11}+s_{12})T_1+d_{31}E,\\
S_3&=2s_{13}T_1+d_{33}E .
\end{align}
The base imposes $S_1=0$, so the first relation gives
\begin{equation}
T_1=-\frac{d_{31}E}{s_{11}+s_{12}} .
\label{eq:stress}
\end{equation}
Substitution in the second relation gives $S_3=d_fE$ with
\begin{equation}
d_f=d_{33}-\frac{2s_{13}d_{31}}{s_{11}+s_{12}} .
\end{equation}
For isotropic elasticity with Young modulus $Y$ and Poisson ratio $\nu$, $s_{11}=1/Y$ and $s_{12}=s_{13}=-\nu/Y$. Hence
\begin{equation}
d_f=d_{33}+\frac{2\nu}{1-\nu}\,d_{31}.
\label{eq:clamp}
\end{equation}
No thickness appears: clamping changes the coefficient, not the cancellation.

With $\nu=0.30$ and an illustrative $d_{31}=-1.5$ pm/V, the second term is
\begin{equation}
\frac{2(0.30)}{0.70}(-1.5\ \text{pm/V})=-1.29\ \text{pm/V}.
\end{equation}
A free film would contract sideways under the field. The base prevents this by pulling the film outwards, and that tension makes it thinner. A clamped value of 5 pm/V therefore corresponds to a free-crystal value of 6.29 pm/V. If 5 pm/V were instead the free-crystal value, the displacement at 1 V would be 3.71 pm. One must know which coefficient has been quoted.

\section{What brings the thickness back}
\label{sec:breaks}

\subsection{An interface layer}

Suppose that a non-piezoelectric layer of thickness $t_i$ lies in series with a piezoelectric film of thickness $t$. Their relative permittivities are $\varepsilon_i$ and $\varepsilon_f$. Suppose also that charge trapped at their boundary compensates the film's spontaneous polarization $P_s$ at zero voltage. Without it, the field in a thin interface layer would approach $P_s/(\epsilon_0\varepsilon_i)$, or 11 MV/cm for $P_s=0.20$ C/m$^2$ and $\varepsilon_i=20$, well above the breakdown field used below. If the applied voltage adds no further charge there, the change in electric displacement is the same on both sides:
\begin{equation}
\varepsilon_iE_i=\varepsilon_fE_f .
\end{equation}
The total voltage is therefore
\begin{equation}
V=E_ft+E_it_i
 =E_ft\left(1+\frac{t_i\varepsilon_f}{t\varepsilon_i}\right).
\end{equation}
Only the part $E_ft$ drives the piezoelectric film, so
\begin{equation}
\delta=d_fE_ft=
\frac{d_fV}{1+t_i\varepsilon_f/(t\varepsilon_i)} .
\label{eq:interface}
\end{equation}
For $t\gg t_i\varepsilon_f/\varepsilon_i$ this returns to $d_fV$. In the opposite limit it becomes $d_fV\,t\varepsilon_i/(t_i\varepsilon_f)$, which is proportional to $t$, because most of the voltage is then lost in the interface layer.

Take $t_i=0.5$ nm, $\varepsilon_i=20$ and $\varepsilon_f=30$. For the 10 nm film,
\begin{equation}
\delta=\frac{5\ \text{pm}}{1+(0.5)(30)/[(10)(20)]}
=\frac{5\ \text{pm}}{1.075}=4.65\ \text{pm}.
\end{equation}
The corresponding values are 4.35 pm at 5 nm and 4.82 pm at 20 nm.

\subsection{Quadratic electrostriction}

Suppose that the strain is $QP^2$, with a constant $Q$ for the clamped film. To find how the correction scales with thickness, first let $P=P_s+\chi E$ with constant $\chi$, where $P_s$ is the spontaneous polarization and $\chi=\epsilon_0(\varepsilon_f-1)$. The strain measured from zero field is
\begin{equation}
Q(P_s+\chi E)^2-QP_s^2
=2QP_s\chi E+Q\chi^2E^2 .
\end{equation}
The linear term identifies $d_f=2QP_s\chi$. The quadratic term divided by the linear term is $\chi E/(2P_s)$. With $E=V/t$, the additional displacement is
\begin{equation}
\delta_2=d_fV\,\frac{\chi V}{2P_st},
\label{eq:quadratic}
\end{equation}
which varies as $V^2/t$. Here the second power of the field leaves one factor $1/t$ uncancelled.

For $P_s=20$ $\mu$C/cm$^2=0.20$ C/m$^2$ and $E=1$ MV/cm $=10^8$ V/m,
\begin{equation}
\frac{\chi E}{2P_s}
=\frac{(8.85\times10^{-12})(29)(10^8)}{2(0.20)}
=0.064 .
\end{equation}
With constant $\chi$, this adds 0.32 pm in the 10 nm film. The additions at 5 and 20 nm are 0.64 and 0.16 pm.

These values show the scaling, not the correction for a real ferroelectric, whose susceptibility usually falls as the field along the polarization grows. That adds a term $\chi_2E^2$ to $P$, and hence $2QP_s\chi_2E^2$ to the strain, which is also quadratic in the field. In a simple model with two polarization states, $E=-P/(2\chi)+P^3/(2\chi P_s^2)$, expansion about $P_s$ gives $\chi_2=-3\chi^2/(2P_s)$. The whole quadratic strain is then $-2Q\chi^2E^2$, with the opposite sign and twice the size. The displacement caused by this term still varies as $V^2/t$, but its sign and size depend on how $P$ varies with $E$ in the actual film. At the fields used here higher orders are not negligible. The model gives $P^2-P_s^2=2\chi P_s^2E/P$, hence exactly $\delta=d_fV\,P_s/P$, which lies 0.82, 0.49 and 0.28 pm below $d_fV$ at 5, 10 and 20 nm, whereas the quadratic term alone gives 1.28, 0.64 and 0.32 pm.

\section{A yielding substrate}

A real substrate deforms, so the motion seen in the laboratory can differ from the change in film thickness. Consider a long strip electrode, much wider than the film thickness but much narrower than the substrate thickness. By Eq.~\eqref{eq:stress}, the film under the electrode carries a force per unit edge length
\begin{equation}
f=\int_0^tT_1\,dz=-\frac{d_{31}V}{s_{11}+s_{12}}
 =-\frac{d_{31}VY}{1-\nu}.
\label{eq:force}
\end{equation}
Once again the field integrates to the voltage. With $Y=200$ GPa,
\begin{equation}
f=\frac{(1.5\times10^{-12})(1)(200\times10^9)}{0.70}
=0.429\ \text{N/m}.
\end{equation}
Outside the electrode there is no such tension. The substrate must hold the film at each edge, and the reaction pulls the substrate surface inwards.

To find the vertical response, let $x$ run across the strip and $\zeta$ into the substrate, whose Young modulus and Poisson ratio are $Y_s$ and $\nu_s$. There is no strain along the strip. Hooke's law then gives
\begin{equation}
\varepsilon_{\zeta\zeta}=\frac{1+\nu_s}{Y_s}
\left[(1-\nu_s)\sigma_{\zeta\zeta}-\nu_s\sigma_{xx}\right].
\end{equation}
Define the stresses from a function $\phi$ by
\begin{equation}
\sigma_{xx}=\partial_\zeta^2\phi,\quad
\sigma_{\zeta\zeta}=\partial_x^2\phi,\quad
\sigma_{x\zeta}=-\partial_x\partial_\zeta\phi .
\end{equation}
The forces then balance identically. The strains fit together into a continuous displacement if $\nabla^4\phi=0$. A solution that decays with depth is
\begin{equation}
\phi=C\zeta e^{-k\zeta}\cos kx ,
\end{equation}
since $\nabla^2\phi=-2kCe^{-k\zeta}\cos kx$, whose Laplacian is zero. Differentiation gives
\begin{align}
\sigma_{xx}&=C(k^2\zeta-2k)e^{-k\zeta}\cos kx,\\
\sigma_{\zeta\zeta}&=-Ck^2\zeta e^{-k\zeta}\cos kx,\\
\sigma_{x\zeta}&=Ck(1-k\zeta)e^{-k\zeta}\sin kx .
\end{align}
At $\zeta=0$ the normal stress vanishes, as required. The outward normal there is $-\hat\zeta$, so the shear traction applied to the substrate is
\begin{equation}
\tau=-\sigma_{x\zeta}(0)=-Ck\sin kx .
\end{equation}

Let $u$ be the surface displacement into the substrate. It vanishes at great depth, hence $u=-\int_0^\infty\varepsilon_{\zeta\zeta}\,d\zeta$. Using $\int_0^\infty e^{-k\zeta}d\zeta=1/k$ and $\int_0^\infty\zeta e^{-k\zeta}d\zeta=1/k^2$, the integrals of $\sigma_{xx}$ and $\sigma_{\zeta\zeta}$ are both $-C\cos kx$. Therefore
\begin{align}
u&=-\frac{1+\nu_s}{Y_s}
\left[-(1-\nu_s)+\nu_s\right]C\cos kx \nonumber\\
&=\frac{(1+\nu_s)(1-2\nu_s)}{Y_s}\,C\cos kx .
\end{align}
Differentiating and replacing $-Ck\sin kx$ by $\tau$ gives
\begin{equation}
\frac{du}{dx}=\frac{(1+\nu_s)(1-2\nu_s)}{Y_s}\,\tau .
\label{eq:slope}
\end{equation}
The factor does not contain $k$, so the relation holds for a sum of such waves, including the opposite forces at the two strip edges. At the left edge the traction points towards positive $x$ and integrates to $f$. Crossing that edge raises $u$ by
\begin{equation}
u_{\rm sink}=\frac{(1+\nu_s)(1-2\nu_s)}{Y_s}\,f ,
\end{equation}
and the right edge returns it to its outside value. For $Y_s=160$ GPa and $\nu_s=0.22$,
\begin{equation}
u_{\rm sink}=\frac{(1.22)(0.56)}{160\times10^9}(0.429)\ \text{m}
=1.83\ \text{pm}.
\end{equation}
These moduli represent silicon treated as isotropic; with its cubic elastic constants and a (001) surface the value lies between about 1.76 and 1.87 pm, depending on the direction of the strip. A substrate that is free to bend adds a motion that depends on the strip width and on the supports, and that can exceed this sinking. If its back is held flat, the laboratory motion of the top approaches $5.00-1.83=3.17$ pm as the strip becomes narrow compared with the substrate thickness. The approach is slow: the motion is about 3.4 pm when the width is a fifth of the substrate thickness and about 4.2 to 4.3 pm when the two are equal, and for a much wider strip the correction vanishes (bonded back) or changes sign (back free to slide). This correction is also proportional to $V$. It is independent of $t$ only while the strip is far wider than the length, about $2.6\,t$ for these moduli, over which the film transfers its force to the substrate. For a strip 100 nm wide, treating the film as a membrane gives roughly 3.6, 3.9 and 4.3 pm for $t=5$, 10 and 20 nm. Its sign follows that of $d_{31}$: a positive value would raise the substrate surface. If the quoted 5 pm/V was obtained from laboratory motion on the same structure, it already contains this contribution, which must not be subtracted again.

\section{Comparison with a memory capacitor}

At 1 V, all three films have the same ideal displacement but very different fields and strains:
\begin{center}
\begin{tabular}{cccc}
$t$ (nm) & $E$ (MV/cm) & strain (\%) & $d_fV$ (pm)\\
5 & 2.00 & 0.100 & 5.0\\
10 & 1.00 & 0.050 & 5.0\\
20 & 0.50 & 0.025 & 5.0
\end{tabular}
\end{center}
The thin film is strained four times as much as the thick one, over a quarter of the length. Since the strain is at most 0.1\%, using the original thickness in $E=V/t$ introduces a relative error of only about that size.

The field sets the range of use. With a rough coercive field of 1 MV/cm, 1 V brings the 10 nm film to its coercive field. Along the polarization this does not reverse it, but an alternating voltage of that amplitude could, and the linear formula with a fixed sign of $d_f$ would then fail. With a rough breakdown field of 4 MV/cm, 1 V reaches breakdown at 2.5 nm. The independence of thickness cannot be carried down to arbitrarily thin films.

The 10 nm film can stand for a ferroelectric hafnia layer in a memory capacitor: the permittivity, polarization and coercive field used here are of a typical order. A longitudinal coefficient of a few pm/V is a reasonable scale, but its size and sign depend on the film. The transverse coefficient and the interface layer are assumptions. Among the corrections calculated for the 10 nm film, the yielding substrate matters most: it lowers the laboratory motion by 37\% of the ideal 5 pm, for the assumed $d_{31}$, a substrate held flat and a strip electrode far wider than the film is thick but far narrower than the substrate is thick. For a cell about 100 nm wide the lowering is smaller, roughly a quarter, and depends on the film thickness. Temperature also changes the film thickness. With an expansion coefficient of 6 ppm/K and lateral clamping ignored, a 10 nm film thickens by 0.06 pm per kelvin. A change of about 80 K would then match the 5 pm displacement. Bonding to a substrate that expands by only 2.6 ppm/K raises the rate to 0.09 pm per kelvin for $\nu=0.30$, and about 55 K then suffices. The substrate expands far more: at 2.6 ppm/K, a thickness of 0.5 mm grows by 1300 pm per kelvin, so a laboratory measurement must separate the response to the voltage from thermal drift. The estimate of 5 pm is thus a reasonable scale for the size of the film's thickness change, while the motion of a particular device also depends on its substrate and electrode. The numerical output lists the values for each thickness.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
voltage: 1.0 V
clamped-film coefficient d_f: 5.0 pm/V
assumed transverse coefficient d31: -1.5 pm/V
relative permittivity, film: 30
relative permittivity, interface layer: 20
interface layer thickness: 0.5 nm
spontaneous polarization: 20 uC/cm2
film Young modulus: 200 GPa
film Poisson ratio: 0.30
substrate Young modulus: 160 GPa
substrate Poisson ratio: 0.22
rough coercive field: 1.0 MV/cm
rough breakdown field: 4.0 MV/cm
thermal expansion coefficient: 6.0 ppm/K
MAIN RESULT
film displacement d_f V: 5.000 pm
same displacement: 0.0945 bohr
FILM 5 nm
  mean field: 2.00 MV/cm
  mean strain: 0.1000 %
  displacement, layered solution: 5.000 pm
  field spread / mean in that test: 0.67
  displacement with interface layer: 4.35 pm
  added quadratic term: 0.64 pm
  thermal expansion: 0.030 pm/K
FILM 10 nm
  mean field: 1.00 MV/cm
  mean strain: 0.0500 %
  displacement, layered solution: 5.000 pm
  field spread / mean in that test: 0.51
  displacement with interface layer: 4.65 pm
  added quadratic term: 0.32 pm
  thermal expansion: 0.060 pm/K
FILM 20 nm
  mean field: 0.50 MV/cm
  mean strain: 0.0250 %
  displacement, layered solution: 5.000 pm
  field spread / mean in that test: 0.96
  displacement with interface layer: 4.82 pm
  added quadratic term: 0.16 pm
  thermal expansion: 0.120 pm/K
OTHER LIMITS
change if d_f and permittivity graded: -5.7 %
free-crystal d33 implied by d_f: 6.29 pm/V
clamping shift of coefficient: -1.29 pm/V
displacement if 5 pm/V were free value: 3.71 pm
film edge force per length: 0.429 N/m
substrate sinking under strip: 1.83 pm
top motion in laboratory: 3.17 pm
coercive voltage of 10 nm film: 1.0 V
thickness at breakdown for 1 V: 2.5 nm
\end{verbatim}
